Contrast of a metal-oxide resist requiring n independent site reactions

**1. Definitions and conventions**

The resist is treated as a collection of identical units, for example metal-oxo clusters, each carrying n radiation-labile sites. A unit is soluble in the developer until all n of its sites have reacted, and insoluble afterwards.

D is the local exposure dose in mJ/cm², k is the reaction probability of one site per unit dose in cm²/mJ, and x = kD is the dimensionless dose. The other symbols are:

- s, the probability that a given site is still unreacted;
- u = 1 − s, the site conversion;
- f, the fraction of units converted to the insoluble form;
- S = df/d ln D, the slope on a natural-logarithmic dose axis;
- γ = max df/d(log₁₀ D), the contrast per decade of dose.

Since ln D = ln 10 · log₁₀ D, the two slopes are related by γ = ln 10 · max S.

The model assumes that all sites see the same dose, react irreversibly with the same k, and react independently of one another. The retained film fraction after development is set equal to f. This leaves out gelation between units, diffusion, absorption through the film depth and partial solubility. In real metal-oxo films insolubility usually comes from condensation between clusters after only part of the ligands are lost, so the all-n rule is an idealized switch and not an account of their measured contrast.

**2. The converted fraction**

In a dose increment dD an unreacted site reacts with probability k dD, so

s(D + dD) = s(D)(1 − k dD), or ds/dD = −ks.

With s(0) = 1 this gives

s = e^(−x), u = 1 − e^(−x).

For independent sites the probability that all n have reacted is the product of n equal factors:

f = uⁿ = (1 − e^(−x))ⁿ. (1)

The same law follows from counting reacted sites. Let P_m be the fraction of units with m reacted sites. Each of the n − m remaining sites reacts at rate k, hence

dP_m/dD = (n − m + 1)k P_(m−1) − (n − m)k P_m.

The solution is the binomial distribution P_m = C(n,m) uᵐ s^(n−m). To verify it, use du/dD = ks and ds/dD = −ks:

dP_m/dD = C(n,m) m k u^(m−1) s^(n−m+1) − (n − m)k P_m.

Because m C(n,m) = (n − m + 1) C(n,m−1), the first term equals (n − m + 1)k P_(m−1), as required. Setting m = n returns equation (1), and the rate equation for m = n reads

df/dD = k P_(n−1).

Insoluble units are thus produced from units with one site left. At the start of exposure there are none of these if n ≥ 2, which is the origin of the delay.

If the sites have different rates k_i, the product becomes f = Π(1 − e^(−k_i D)). Its low-dose form, Dⁿ Πk_i, keeps the power n. The results below assume equal rates.

**3. Delayed onset**

For small x, 1 − e^(−x) = x(1 − x/2 + …). Raising this to the power n gives

f = xⁿ[1 − nx/2 + O(x²)], (2)

which is useful when nx is small. For n ≥ 2 the curve leaves zero dose with zero slope. There is no true threshold, since f > 0 at any D > 0.

The dose that gives a chosen fraction f follows by inverting (1). From u = f^(1/n) and e^(−x) = 1 − u,

D_f = −ln(1 − f^(1/n))/k. (3)

For 0 < f < 1, ln f is negative, so (ln f)/n rises towards zero as n grows. Then f^(1/n) rises, 1 − f^(1/n) falls, and D_f rises. The delay therefore affects every level of conversion, at fixed k.

**4. Why the logarithmic slope rises with n**

Differentiating (1) and multiplying by D gives

S = x df/dx = n x e^(−x)(1 − e^(−x))^(n−1). (4)

The dependence on n is hard to read from (4), because the dose for a given f also moves with n. It becomes clear when curves are compared at the same f. Substitute

e^(−x) = 1 − u, x = −ln(1 − u), u^(n−1) = f/u, n = (−ln f)/(−ln u).

The result is

S = f(−ln f) h(u), (5)

h(u) = (1 − u)[−ln(1 − u)] / {u[−ln u]}, u = f^(1/n).

At fixed f, all dependence on n now sits in h. Take its logarithm,

ln h = ln(1 − u) + ln[−ln(1 − u)] − ln u − ln[−ln u],

and differentiate term by term:

d ln h/du = −1/(1 − u) + 1/{(1 − u)[−ln(1 − u)]} − 1/u + 1/{u[−ln u]}. (6)

The sign follows from ln y < y − 1, valid for positive y ≠ 1. With y = 1/u it gives −ln u < (1 − u)/u, and so

1/{u[−ln u]} > 1/(1 − u).

Replacing u by 1 − u gives

1/{(1 − u)[−ln(1 − u)]} > 1/u.

The two positive terms in (6) therefore exceed the two negative ones, and h increases with u. Since u = f^(1/n) increases with n at fixed f, S increases with n at every level 0 < f < 1.

Two consequences follow. First, the contrast increases: at the level where the curve for n is steepest, the curve for n + 1 is steeper still, so its maximum is larger. Second, the dose ratio between two fixed levels a < b shrinks, because d ln D = df/S and

ln(D_b/D_a) = ∫ from a to b of df/S. (7)

The conclusion does not depend on which of these two measures is chosen. Nor does it depend on k, which shifts the curve along the logarithmic axis without changing its shape.

**5. Steepest point and tangent doses**

The logarithm of (4) is ln n + ln x − x + (n − 1)ln(1 − e^(−x)). Setting its derivative to zero gives

1/x − 1 + (n − 1)/(eˣ − 1) = 0. (8)

For n ≥ 1 the left side decreases strictly from +∞ to −1, so there is one root x*. For n = 1 it is x* = 1. For integer n ≥ 2 it lies between 1 and 1 + ln n. At x = 1 the left side is (n − 1)/(e − 1) > 0. At x = 1 + ln n, the last term is (n − 1)/(en − 1) < 1/e, while 1/x ≤ 1/(1 + ln 2); their sum is below 1, so the left side is negative. This interval can be given directly to a bracketing root finder.

Let D* = x*/k, and let f* and S* be the values there. The tangent on the logarithmic axis is

f_tan = f* + S* ln(D/D*).

It reaches zero and one at

D₀ = D* exp(−f*/S*), D₁ = D* exp[(1 − f*)/S*]. (9)

Dividing these gives ln(D₁/D₀) = 1/S*, hence γ = 1/log₁₀(D₁/D₀). D₀ and D₁ are constructed doses, not doses at which conversion begins or ends.

**6. The slope against linear dose**

On a linear dose axis at fixed k the trend is reversed. With s = e^(−x),

df/dD = nk s(1 − s)^(n−1).

For n ≥ 2, differentiation with respect to s gives

nk(1 − s)^(n−2)[(1 − s) − (n − 1)s] = nk(1 − s)^(n−2)(1 − ns).

The maximum is at s = 1/n, or x = ln n, and its value is

max df/dD = k(1 − 1/n)^(n−1). (10)

For n = 1 the maximum is k, at zero dose. To see that (10) falls with n, differentiate the logarithm of its n-dependent factor:

d/dn[(n − 1)ln(1 − 1/n)] = ln(1 − 1/n) + 1/n < 0,

again by ln y < y − 1. Expression (10) tends to k as n → 1 and to k/e as n → ∞, so the decrease covers the whole range.

The two trends are compatible because S = D df/dD: the steep part moves to larger D faster than the linear slope falls. For a small relative dose error, δf ≈ S δD/D, and at the same f a larger n gives a stronger response. For a fixed absolute error δD at the same k, the largest response falls with n. If k is instead readjusted for each n so that a chosen level f stays at the same dose, then df/dD = S/D at that level rises with n.

**7. Many sites**

Put x = ln n + g and keep g fixed as n grows. Then e^(−x) = e^(−g)/n, and

f = (1 − e^(−g)/n)ⁿ → exp(−e^(−g)). (11)

Thus −ln f = e^(−g) and g = −ln(−ln f). Inserting this in (4), with (1 − e^(−x))^(n−1) → f, gives

S ≈ f(−ln f)[ln n − ln(−ln f)]. (12)

The transition moves out as ln n while its width in x approaches a constant. The relative width therefore shrinks, but slowly.

For the maximum, write L = ln n. In the limiting form S = (L + g) exp(−g − e^(−g)), and near g = 0 the exponent is −1 − g²/2 + O(g³). Maximizing ln(L + g) − g²/2 gives g ≈ 1/L to leading order, and

max S ≈ (L/e)(1 + 1/L²)(1 − 1/(2L²)) ≈ L/e + 1/(2eL). (13)

The leading contrast is therefore ln 10 · ln n/e. Each doubling of n eventually adds ln 10 · ln 2/e = 0.587 per decade. For n = 1000 the leading estimate is 5.851 and the computed contrast is 5.918; for n = 10⁶ they are 11.703 and 11.734. These large n test the limit and are not proposed as cluster sizes. The logarithmic growth belongs to the all-n rule. If a unit switches once m of its n sites have reacted, f is the sum of P_j over j ≥ m, and the contrast can be higher at a lower dose: for n = 8, m = 7 gives γ = 2.18 with half conversion at x = 1.60, against 2.08 at x = 2.49 for m = 8; for n = 100, m = 80 gives γ = 7.42 against 4.02 for m = 100.

**8. When the sites are not independent**

One absorption event may release several electrons and convert more than one site of the same unit. As a simple model, let events strike a unit at rate λ per unit dose, and let each event convert each remaining site with probability q. The number of events N is Poisson distributed with mean λD. After N events a site survives with probability (1 − q)ᴺ, so

f = E[(1 − (1 − q)ᴺ)ⁿ]. (14)

Expand the power and use the Poisson average E[zᴺ] = exp[−λD(1 − z)] with z = (1 − q)ʲ:

f = Σ from j = 0 to n of (−1)ʲ C(n,j) exp{−λD[1 − (1 − q)ʲ]}. (15)

For n = 1 this is 1 − exp(−λqD). Equal single-site kinetics therefore requires k = λq.

Let U = 1 − (1 − q)ᴺ. Its mean is 1 − e^(−kD). Since Uⁿ is a convex function of U on [0,1], Jensen's inequality gives

f = E[Uⁿ] ≥ (E[U])ⁿ = (1 − e^(−kD))ⁿ.

At the same mean site conversion, the shared events put more units in the fully reacted state when n ≥ 2 and D > 0; for n = 1 the two fractions are equal.

The onset changes in kind. One event has probability λD(1 − λD + …) and converts all sites with probability qⁿ. Two events have probability (λD)²/2 + … and convert all sites with probability [1 − (1 − q)²]ⁿ = qⁿ(2 − q)ⁿ. Together,

f = λD qⁿ{1 + λD[(2 − q)ⁿ/2 − 1] + …}. (16)

For any fixed q > 0 the onset is linear in dose, not of power n.

Two limits check (15). If q → 0 at fixed k, then λ[1 − (1 − q)ʲ] → jk, and the sum becomes Σ(−1)ʲ C(n,j)e^(−jx) = (1 − e^(−x))ⁿ. If q = 1, then λ = k and every term with j ≥ 1 has the same exponential. Their coefficients sum to −1, leaving f = 1 − e^(−kD), the one-site law for any n.

**9. Worked example**

Take the round model value k = 0.05 cm²/mJ. For n = 4, half conversion requires u = 0.5^(1/4) = 0.8409, so

D₅₀ = −ln(1 − 0.8409)/0.05 = 36.8 mJ/cm².

At 1 mJ/cm², x = 0.05, and (2) gives 0.05⁴ × (1 − 0.10) = 5.6 × 10⁻⁶. The full law gives 5.66 × 10⁻⁶, against 4.88 × 10⁻² for n = 1.

The steepest point for n = 4 is D* = 39.25 mJ/cm², or x* = 1.9625. There e^(−x*) = 0.1405, and

S* = 4 × 1.9625 × 0.1405 × 0.8595³ = 0.700,
γ = 2.3026 × 0.700 = 1.61 per decade.

With f* = 0.5457, (9) gives D₀ = 18.0 and D₁ = 75.1 mJ/cm².

For the four site numbers:

- n = 1: D₅₀ = 13.9 mJ/cm², D₉₀/D₁₀ = 21.9, γ = 0.85 per decade.
- n = 2: D₅₀ = 24.6 mJ/cm², D₉₀/D₁₀ = 7.81, γ = 1.20 per decade.
- n = 4: D₅₀ = 36.8 mJ/cm², D₉₀/D₁₀ = 4.42, γ = 1.61 per decade.
- n = 8: D₅₀ = 49.8 mJ/cm², D₉₀/D₁₀ = 3.13, γ = 2.08 per decade.

At fixed k and under the all-n rule, the gain in contrast has a price in dose: from n = 1 to n = 8, γ grows by a factor of 2.45 and D₅₀ by 3.59. Over the same range the largest linear slope falls from 0.0500 to 0.0196 cm²/mJ, close to its limit k/e = 0.0184 cm²/mJ. The interval D₉₀ − D₁₀ widens from 43.9 to 59.0 mJ/cm², even though the ratio D₉₀/D₁₀ shrinks.

For n = 8, 91.7 percent of the sites have reacted when half the units are insoluble. Within this model, the fraction of sites lost is therefore not the fraction of units made insoluble; the two are linked by f = uⁿ, which requires knowing n. The tangent doses also need care: for n = 8, D₁ = 86.7 mJ/cm² practically coincides with D₉₀, so about a tenth of the units are still soluble there.

For the correlated case take n = 4, q = 0.5 and λ = 0.1 cm²/mJ, which keeps k = 0.05 cm²/mJ. At 1 mJ/cm² the linear term of (16) is 0.1 × 0.5⁴ = 6.25 × 10⁻³. The bracket raises it by the factor 1 + 0.1 × (1.5⁴/2 − 1) = 1.153, to 7.21 × 10⁻³; the full value is 7.18 × 10⁻³. This is about 1270 times the independent value. D₅₀ falls from 36.8 to 29.4 mJ/cm², and γ from 1.61 to 1.21 per decade.

That contrast is close to the 1.20 of two independent sites, although the unit has four. A value of n inferred from γ alone is therefore an effective parameter of equation (1), and not necessarily a count of sites. The low-dose power separates these two cases in the limit D → 0, where it is one for the correlated units and two for the independent pair. At finite conversion the difference is smaller: the local power d ln f/d ln D is 1.16 against 1.90 at f = 0.01, and 1.36 against 1.64 at f = 0.1.

**10. Evaluation in code**

Direct use of 1 − e^(−x) loses digits at small x. With expm1(z) = eᶻ − 1, use

u = −expm1(−x), f = exp(n ln u) for 0 < x ≤ ln 2,
f = exp[n log1p(−e^(−x))] for x > ln 2,
D_f = −ln[−expm1((ln f)/n)]/k for f^(1/n) ≥ 1/2,
D_f = −log1p(−f^(1/n))/k for f^(1/n) < 1/2,

where log1p(z) = ln(1 + z). The first form of D_f keeps the digits of 1 − f^(1/n) when f^(1/n) is close to one. The second keeps the digits of the logarithm when f^(1/n) is small, that is, at low dose.

The second form of f avoids rounding u near one, an error that the factor n would amplify. Set f = 0 separately at D = 0. The alternating sum (15) suffers cancellation at low dose. There, the average (14), summed over N with Poisson weights, is preferable because all its terms are non-negative. The truncation error is at most the omitted Poisson probability, since the averaged quantity lies between zero and one.

The numerical output below gives the remaining values. The reference fractions there come from matrix exponentials of the site-counting rate equations and agree with (1) and (15) to within 10⁻¹¹ in f at the doses tested.

Computed results

```
single-site rate k = 0.050 cm^2/mJ
n = 1 sites
  fraction at 1 mJ/cm^2 = 4.877e-02; at 10 mJ/cm^2 = 0.39347
  D10, D50, D90 = 2.107, 13.863, 46.052 mJ/cm^2
  D90/D10 = 21.854; site conversion at D50 = 0.5000
  contrast = 0.8471 per decade
  steepest log-dose point = 20.000 mJ/cm^2, f = 0.6321
  tangent foot, top = 3.587, 54.366 mJ/cm^2
  max linear slope = 0.05000 cm^2/mJ at 0.000 mJ/cm^2
n = 2 sites
  fraction at 1 mJ/cm^2 = 2.379e-03; at 10 mJ/cm^2 = 0.15482
  D10, D50, D90 = 7.603, 24.559, 59.395 mJ/cm^2
  D90/D10 = 7.812; site conversion at D50 = 0.7071
  contrast = 1.1989 per decade
  steepest log-dose point = 28.911 mJ/cm^2, f = 0.5843
  tangent foot, top = 9.413, 64.240 mJ/cm^2
  max linear slope = 0.02500 cm^2/mJ at 13.863 mJ/cm^2
n = 4 sites
  fraction at 1 mJ/cm^2 = 5.658e-06; at 10 mJ/cm^2 = 0.02397
  D10, D50, D90 = 16.526, 36.764, 72.996 mJ/cm^2
  D90/D10 = 4.417; site conversion at D50 = 0.8409
  contrast = 1.6125 per decade
  steepest log-dose point = 39.250 mJ/cm^2, f = 0.5457
  tangent foot, top = 18.006, 75.086 mJ/cm^2
  max linear slope = 0.02109 cm^2/mJ at 27.726 mJ/cm^2
n = 8 sites
  fraction at 1 mJ/cm^2 = 3.201e-11; at 10 mJ/cm^2 = 0.00057
  D10, D50, D90 = 27.717, 49.779, 86.728 mJ/cm^2
  D90/D10 = 3.129; site conversion at D50 = 0.9170
  contrast = 2.0764 per decade
  steepest log-dose point = 50.628 mJ/cm^2, f = 0.5152
  tangent foot, top = 28.592, 86.667 mJ/cm^2
  max linear slope = 0.01963 cm^2/mJ at 41.589 mJ/cm^2
n = 1000: contrast = 5.9177, ln(10)ln(n)/e = 5.8514 per decade
n = 1000000: contrast = 11.7341, ln(10)ln(n)/e = 11.7028 per decade
limiting contrast gain per doubling = 0.5871 per decade
limiting max linear slope k/e = 0.01839 cm^2/mJ
correlated case: n = 4, q = 0.50, event rate = 0.100 cm^2/mJ
  fraction at 1 mJ/cm^2 = 7.178e-03
  low-dose linear estimate there = 6.250e-03
  fraction at 10 mJ/cm^2 = 0.13223
  D10, D50, D90 = 8.143, 29.403, 69.233 mJ/cm^2
  D90/D10 = 8.502
  contrast = 1.2110 per decade at 36.414 mJ/cm^2
```
